# The Barenblatt–Pattle thin-source profile and its front law

Suppose that one anneal has been measured and the depth after a longer one is needed. The calculation must choose a time exponent. With constant diffusivity, a diffusion length grows as $t^{1/2}$. When a fixed dose spreads with diffusivity proportional to $c^m$, the planar front grows as $t^{1/(m+2)}$. For $m=1$, doubling the depth then takes eight times the time, not four. The choice depends on the concentration law and on whether the source holds a fixed dose or a fixed surface concentration.

## Setting and statement

Let $c(x,t)\ge 0$ be the number of diffusing atoms per volume, $x$ the coordinate normal to the source plane, and $t>0$ the time. The flux towards positive $x$ is

$$J=-D(c)\,c_x,\qquad D(c)=Kc^m,\qquad K>0,\quad m>0, \tag{1}$$

where subscripts denote derivatives. If the diffusivity is given as $D_0(c/c_0)^m$, then $K=D_0/c_0^m$. At points where $c=0$, the flux is read as $J=-K(c^{m+1})_x/(m+1)$, which does not require $c_x$ to exist.

The assumptions are:

1. The power law holds down to $c=0$, with $K$ and $m$ constant.
2. The medium is infinite and initially empty. A dose $Q$, in atoms per area, is released at $x=0$ and $t=0$; none is lost later.
3. For $t>0$, $c$ and $J$ are continuous, and $J\to0$ far from the source.
4. The profile keeps its shape: $c=A(t)\,g(x/X(t))$, with $X$ differentiable for $t>0$ and $X\to0$ as $t\to0$.

Conservation is imposed in integrated form. The amount to the right of a fixed plane $x$ changes through the flux across that plane:

$$\frac{d}{dt}\int_x^\infty c(y,t)\,dy=J(x,t). \tag{2}$$

Where $c$ is smooth, differentiating (2) with respect to $x$ gives $-c_t=J_x$, hence $c_t=(Kc^mc_x)_x$. Equation (2) also remains meaningful at a front where the slope of $c$ jumps or diverges.

**Theorem.** Under these assumptions,

$$c(x,t)=\frac{Q}{I_mX}\left(1-\frac{x^2}{X^2}\right)^{1/m}\quad(|x|<X),\qquad c=0\quad(|x|\ge X), \tag{3}$$

$$X(t)=\left[\frac{2(m+2)}{m}\,K\left(\frac{Q}{I_m}\right)^m t\right]^{1/(m+2)}, \tag{4}$$

$$I_m=\int_{-1}^{1}(1-s^2)^{1/m}ds=\frac{\sqrt\pi\;\Gamma(1+1/m)}{\Gamma(3/2+1/m)}. \tag{5}$$

Conversely, (3) and (4) satisfy the balance (2) and the thin-source initial condition.

**Remark on assumption 4.** The product $KQ^m$ has dimensions length$^{m+2}$/time, because $Kc^m$ is a diffusivity and $Q$ is a concentration times a length. The data therefore supply one length at time $t$, namely $(KQ^mt)^{1/(m+2)}$. If they determine a unique solution, its shape can depend on $x$ only through the ratio of $x$ to this length. Uniqueness among solutions of arbitrary shape is not proved here. The theorem establishes it within the shape-preserving class.

## The exponent

**Lemma 1.** Under the assumptions, $X^{m+2}=(m+2)\lambda KQ^mt$ with a constant $\lambda>0$.

*Proof.* Put $\eta=x/X$. The dose is $Q=AX\int g\,d\eta$. Absorb a constant into $A$ so that $\int g\,d\eta=1$. Then $A=Q/X$ and

$$c=\frac{Q}{X}\,g(\eta). \tag{6}$$

The amount to the right of $x$ is $Q\int_\eta^\infty g(s)\,ds$. At fixed $x$, $\partial\eta/\partial t=-\eta\dot X/X$, where the dot is a time derivative. Differentiating the lower limit contributes a minus sign, so the left side of (2) is

$$-Qg(\eta)\left(-\frac{\eta\dot X}{X}\right)=\frac{Q\dot X}{X}\,\eta g. \tag{7}$$

For the right side, $c_x=(Q/X^2)g'$ and $c^m=(Q/X)^mg^m$, which give

$$J=-\frac{KQ^{m+1}}{X^{m+2}}\,g^mg'. \tag{8}$$

Equate (7) and (8) and multiply by $X^{m+2}/(KQ^{m+1})$:

$$\left[\frac{X^{m+1}\dot X}{KQ^m}\right]\eta g=-g^mg'. \tag{9}$$

The bracket depends on time, while all other factors depend on $\eta$. Since $g$ is continuous with unit integral, there is some $\eta\ne0$ with $g(\eta)>0$. Evaluating (9) there shows that the bracket is a constant, $\lambda$. Hence

$$X^{m+1}\dot X=\lambda KQ^m. \tag{10}$$

The left side is the time derivative of $X^{m+2}/(m+2)$. Integrating from $X=0$ at $t=0$ gives the stated law. Because $X>0$ at $t>0$, $\lambda$ must be positive. $\square$

The exponent has emerged before the shape was found. One factor $X^2$ comes from diffusion over a length $X$; the extra factor $X^m$ comes from the fall of the diffusivity as a fixed dose is diluted.

## The shape

**Lemma 2.** With the edge placed at $\eta=1$, $g=I_m^{-1}(1-\eta^2)^{1/m}$ for $|\eta|<1$, $g=0$ elsewhere, and $\lambda=2/(mI_m^m)$.

*Proof.* Equation (9) is now $g^mg'=-\lambda\eta g$. Where $g>0$, divide by $g$ and use $g^{m-1}g'=(g^m)'/m$:

$$(g^m)'=-m\lambda\eta,\qquad g^m=b-\frac{m\lambda}{2}\eta^2, \tag{11}$$

with a constant $b$ on each interval where $g$ is positive.

Take a largest possible interval of this kind. It cannot be unbounded, since the parabola in (11) eventually becomes negative. By continuity $g=0$ at both ends, so both ends satisfy $\eta^2=2b/(m\lambda)$. Being different, they are opposite in sign, and the interval contains $\eta=0$. Two disjoint intervals cannot both contain $\eta=0$, so there is one interval.

The scale of $X$ is still free: replacing $X$ by $sX$ and $g(\eta)$ by $sg(s\eta)$ leaves both (6) and the unit integral unchanged. Choose the scale so that $X$ is the front position. Then $g(1)=0$, hence $b=m\lambda/2$, and

$$g=\left(\frac{m\lambda}{2}\right)^{1/m}(1-\eta^2)^{1/m}. \tag{12}$$

The unit integral requires $(m\lambda/2)^{1/m}I_m=1$. Raising this to the power $m$ gives $\lambda=2/(mI_m^m)$.

To evaluate $I_m$, use its even integrand and set $u=s^2$, $ds=du/(2\sqrt u)$:

$$I_m=2\int_0^1(1-s^2)^{1/m}ds=\int_0^1u^{-1/2}(1-u)^{1/m}du. \tag{13}$$

This is the Beta function $B(1/2,1+1/m)$. Since $B(a,b)=\Gamma(a)\Gamma(b)/\Gamma(a+b)$ and $\Gamma(1/2)=\sqrt\pi$, equation (5) follows. $\square$

**Proof of the theorem.** Insert $g$ in (6) to obtain (3). Insert $\lambda$ in Lemma 1 to obtain

$$X^{m+2}=(m+2)\frac{2}{mI_m^m}KQ^mt, \tag{14}$$

which is (4).

For the converse, (12) satisfies $g^mg'=-\lambda\eta g$ inside the front, and (4) satisfies (10). Therefore (9) holds, and so does (2) for $|x|<X$. To the right of the front both sides of (2) vanish. To its left, beyond $x=-X$, the integral is the constant $Q$ and the flux is zero. At the edges, (7) and (8) tend to zero with $g$, so the two sides also agree there. Finally, the whole dose lies within $|x|\le X(t)$, which shrinks to the source plane as $t\to0$. $\square$

For a half-space with a sealed surface at $x=0$, symmetry gives $J(0,t)=0$. The right half of (3) is then the solution. If the half-space receives dose $S$, the formulas use $Q=2S$.

## What moves the front

Inside the profile, (7) gives $J=c\,x\dot X/X$. Since (4) implies $\dot X/X=1/[(m+2)t]$,

$$\frac{J}{c}=\frac{x}{(m+2)t}. \tag{15}$$

The transport velocity $J/c$ tends to $\dot X$ at the front, although $J$ itself tends to zero. The edge therefore moves at the local transport velocity. This is the net flux divided by the concentration; individual atoms near the edge need not travel with it.

This velocity also explains why a sharp edge is possible. For the power law, $J/c=-K(c^m)_x/m$, which can stay finite as $c\to0$. Suppose instead that $D$ tends to a positive value at low concentration. Then $J/c=-D(\ln c)_x$. To reach $c=0$ in a finite distance, $\ln c$ must fall to $-\infty$, so its slope cannot remain bounded. A sharp edge with finite transport velocity is then impossible. A constant part of the diffusivity, however small, replaces the edge by a tail.

The shape of the edge depends on $m$. Differentiating (3) gives

$$c_x=-\frac{2x}{mX^2}\,\frac{Q}{I_mX}\left(1-\frac{x^2}{X^2}\right)^{1/m-1}. \tag{16}$$

As the front is approached from inside, the slope vanishes for $m<1$, is finite for $m=1$, and diverges for $m>1$.

**Corollary (inversion).** Let $c_p=Q/(I_mX)$ be the peak concentration. Dividing (14) by $X^m$ gives

$$X^2=\frac{2(m+2)}{m}D(c_p)t. \tag{17}$$

From (3), $D(c)=D(c_p)(1-x^2/X^2)$. Eliminating $D(c_p)$ with (17),

$$D(c(x,t))=\frac{m}{2(m+2)t}\,(X^2-x^2). \tag{18}$$

If $m$ is known and the assumptions hold, the anneal time and the front position give the diffusivity at every depth behind the front. In a profile with a tail, such as the corrected boron profile below, no front is defined, and (18) depends on which depth is taken for $X$. It tends to zero at that depth, while the true diffusivity does not, and it can be in error well behind it. In that profile, $X$ taken at $10^{18}$ cm⁻³ reproduces the diffusivity within about 10% up to 300 nm, whereas $X$ taken at $10^{17}$ cm⁻³ overestimates it by 30% at 300 nm and by a factor of about two at 380 nm. Without a known $m$, one can look for the power that makes $c^m$ a straight line against $x^2$. This identifies $m$ for the profile (3); in a profile with a tail the best power depends on how much of the tail is fitted. Equation (17) resembles the constant-diffusivity rule, but its diffusivity belongs to the present peak and decreases as $t^{-m/(m+2)}$.

## Limits and a different source

**Small $m$.** Hold $x$, $t$, $Q$ and $K$ fixed in a chosen set of units. Put $s=\sqrt m\,u$ in (5):

$$\frac{I_m}{\sqrt m}=\int_{-1/\sqrt m}^{1/\sqrt m}(1-mu^2)^{1/m}du\longrightarrow\int_{-\infty}^{\infty}e^{-u^2}du=\sqrt\pi. \tag{19}$$

The limit may be taken under the integral because $1-z\le e^{-z}$ bounds the integrand by $e^{-u^2}$. Thus $I_m^m\to1$, since $m\ln m\to0$. Equation (14) then gives $mX^{m+2}\to4Kt$. Also $X^m\to1$, so $mX^2\to4Kt$. The profile becomes

$$c\to\frac{Q}{\sqrt{4\pi Kt}}\exp\left(-\frac{x^2}{4Kt}\right), \tag{20}$$

the constant-diffusivity result, while the front $X\approx2\sqrt{Kt/m}$ recedes to infinity.

**Large $m$.** Write $K=D_0/c_0^m$ and hold $D_0$, $c_0$, $Q$ and $t$ fixed. In (5), the integrand tends to one and $I_m\to2$. In (4), the power $1/(m+2)$ sends the factor $2(m+2)D_0t/m$ to one, leaving $X\to Q/(2c_0)$. The profile becomes a box of height $c_0$. Diffusion is very fast above $c_0$ and very slow below it, so the dose spreads until it reaches that concentration.

**Fixed surface concentration.** Suppose a half-space is held at $c=c_s$ on its surface. A shape-preserving profile is now $c=c_sh(x/X)$, with a constant amplitude. Substitution in the differential equation gives

$$-\frac{X\dot X}{Kc_s^m}\,\eta h'=(h^mh')'. \tag{21}$$

Separation makes $X\dot X$ constant, so $X\propto t^{1/2}$ for the same diffusivity law. The smaller exponent of the length $X$ in the theorem therefore comes from concentration-dependent diffusion combined with a finite dose. The depth at a fixed concentration $c_*$ is a different quantity. Even for constant $D$ and a fixed dose, (20) gives $x^2=4Dt\ln(c_p/c_*)$ with $c_p\propto t^{-1/2}$, so that depth grows with exponent $1/2-1/[4\ln(c_p/c_*)]$, about 0.44 for $c_p/c_*=75$. An exponent somewhat below 1/2 for such a depth is therefore not by itself a sign of concentration-dependent diffusion.

**Direct numerical test.** Equation (2) was also solved on a sealed half-space from a box of width 0.05 and height 20, with $K=1$ and $Q=2$ in dimensionless units, without assuming a preserved shape. Between $t=0.1$ and $t=1$, the depth at one thousandth of the surface concentration grew with exponents 0.400, 0.333 and 0.249 for $m=1/2$, 1 and 2. The predictions are 0.400, 0.333 and 0.250. At $t=1$, the integrated absolute difference from (3) was below $10^{-4}$ of the half-space dose in each case. This supports the approach to the thin-source profile for these starting data; it is not a uniqueness proof.

## Boron in silicon

Consider a thin boron-rich layer at the sealed surface of silicon at 1000 °C. Let $p$ be the hole density and $n_i$ the intrinsic carrier density. If boron moves through positively charged defects, its diffusivity is $D_ip/n_i$, where $D_i$ is the intrinsic value. Holes in equilibrium set up a field $E=(k_BT/e)(\ln p)_x$. The negatively charged boron ions drift in this field, and their total flux is

$$J=-\frac{D_ip}{n_i}\left[c_x+c(\ln p)_x\right]=-\frac{D_i}{n_i}(pc)_x. \tag{22}$$

At $c\gg n_i$, neutrality gives $p\approx c$. Then $(pc)_x\approx2cc_x$, so $m=1$ and $K=2D_i/n_i$. The factor two comes from the field.

Take rough typical inputs $D_i=1.5\times10^{-14}$ cm²/s, $n_i=10^{19}$ cm⁻³, $S=2\times10^{15}$ cm⁻² and $t=1200$ s. Then $K=3.0\times10^{-33}$ cm⁵/s, $Q=4\times10^{15}$ cm⁻² and $I_1=4/3$, so $Q/I_1=3\times10^{15}$ cm⁻². Equation (4) gives

$$X^3=6(3.0\times10^{-33})(3\times10^{15})(1200)=6.48\times10^{-14}\ \mathrm{cm^3}, \tag{23}$$

or $X=402$ nm ($4.02\times10^{-5}$ cm). The peak is $(3\times10^{15})/(4.02\times10^{-5})=7.5\times10^{19}$ cm⁻³. It is 7.5 times $n_i$, so $p\approx c$ is reasonable near the surface but must fail near the front. Hole degeneracy, included below, also changes the power law near the surface.

At 300 s the ideal front is at 253 nm. Scaling this to 1200 s by $t^{1/2}$ would give 506 nm, 26% more than the 402 nm from the cube-root law. This comparison holds for the ideal source only. With the corrections below, the exponent between 300 and 1200 s is about 0.42, so $t^{1/2}$ overestimates the later depth and $t^{1/3}$ underestimates it, each by 10 to 13%.

The following comparison adds one correction at a time, keeping dose, temperature and anneal time fixed. Depths are those where the boron concentration is $10^{18}$ or $10^{17}$ cm⁻³. The numerical rows use a 2 nm mesh. Halving it lowers the $10^{17}$ cm⁻³ depths of the two sharp-edged rows (initial layer, solubility limit) by about 0.7 nm and changes the other entries by about 0.1 nm or less.

| Model | $10^{18}$ | $10^{17}$ |
|---|---:|---:|
| Ideal thin source | 399 nm | 401 nm |
| 30 nm initial layer | 399 nm | 402 nm |
| Add solubility limit | 377 nm | 380 nm |
| Add intrinsic carriers | 394 nm | 419 nm |
| Add hole degeneracy | 414 nm | 439 nm |

The solubility limit is roughly $1.5\times10^{20}$ cm⁻³. Boron above it is treated as immobile and dissolves without delay when the local concentration drops. The ideal peak is above this limit until 148 s. With the limit imposed, the excess lasts longer, about 410 s (about 310 s once hole degeneracy is also included), because it can leave only as fast as diffusion at the limiting concentration carries it away. Adding the limit reduces the $10^{18}$ cm⁻³ depth by 22 nm and raises its growth exponent between 600 and 1200 s from 0.331 to 0.418. A plausible reading is delayed release of the dose. The depth ratio 377/399 corresponds, under the cube-root law, to a delay of about 190 s; such a delay would give an exponent near 0.43. The agreement is approximate and does not prove the mechanism.

Intrinsic carriers keep $p$ from vanishing where boron is scarce, and they create the expected tail. Hole degeneracy is included by replacing $p$ in (22) by the hole activity $N_v\exp[(E_v-E_F)/k_BT]$, where $N_v$ is the effective density of states of the valence band, $E_v$ its edge and $E_F$ the Fermi level. The activity equals $p$ when holes are dilute and exceeds $p$ when they are degenerate. The band is taken as parabolic, with a rough effective mass of one electron mass. With all corrections the depth exceeds the ideal value by 4% at $10^{18}$ cm⁻³ and 9% at $10^{17}$ cm⁻³. These figures depend on the assumed mass. The density-of-states mass of silicon at high temperature is probably larger than one. A mass of 1.3 gives 2% and 8%, a mass of 1.6 gives 1% and 7%, and a mass of 0.6 would give 9% and 15%. Both differences are reduced by cancellation: the solubility limit lowers each depth by roughly 20 nm, while the other two effects raise it. The difference is larger at $10^{17}$ cm⁻³ because intrinsic carriers extend the tail more there. The final exponent, 0.402, still differs from 1/3, so a close depth at one time does not establish the ideal time law.

These inputs lie in the regime of heavily boron-doped silicon, but they do not describe a particular wafer. The value of $n_i$ is rounded up; about $7\times10^{18}$ cm⁻³ is closer at 1000 °C. Since $K\propto1/n_i$, this would raise the ideal front by a factor $(1/0.7)^{1/3}=1.13$, more than the net effect of the corrections above. A furnace 10 K hotter, with a rough activation energy of 3.5 eV and $n_i$ held fixed, raises $D_i$ by 28% and the ideal front depth by 8.6%. The accompanying rise of $n_i$ lowers $K$ and would reduce this shift. Implantation damage, band-gap narrowing, surface loss and slow precipitate dissolution are left out and have not been sized. The estimate therefore requires a deposited or grown layer with a sealed surface, in which the dissolution step itself is fast compared with the anneal, so that diffusion alone limits the release of the excess boron. Slower dissolution would reduce the depth. A freshly implanted layer is outside its scope. The remaining values are in the numerical output.

## Table of computed values

```
Direct solution from a narrow box (dimensionless, K=1, Q=2)
m=0.5: exponent found 0.3997, 1/(m+2) 0.4000, profile misfit/dose 5.0e-05
m=1.0: exponent found 0.3328, 1/(m+2) 0.3333, profile misfit/dose 9.9e-06
m=2.0: exponent found 0.2492, 1/(m+2) 0.2500, profile misfit/dose 4.3e-05
Boron in silicon, m=1: rough inputs
temperature 1273.15 K; anneal 1200 s
dose S 2.0e+15 cm^-2; full-line Q 4.0e+15 cm^-2
D_i 1.5e-14 cm^2/s; n_i 1.0e+19 cm^-3
K = 2 D_i/n_i = 3.00e-33 cm^5/s
shape integral I = 1.33333
Ideal thin-source result
t=300 s: front 253.0 nm, peak 1.186e+20 cm^-3
t=600 s: front 318.8 nm, peak 9.410e+19 cm^-3
t=1200 s: front 401.7 nm, peak 7.469e+19 cm^-3
t=2400 s: front 506.1 nm, peak 5.928e+19 cm^-3
front growth on doubling the time: factor 1.2599
c(100 nm, 1200 s) = 7.006e+19 cm^-3
c(200 nm, 1200 s) = 5.617e+19 cm^-3
c(300 nm, 1200 s) = 3.302e+19 cm^-3
c(400 nm, 1200 s) = 6.160e+17 cm^-3
front velocity at 1200 s: 0.1116 nm/s
diffusivity at the peak, 1200 s: 2.241e-13 cm^2/s
peak/n_i at 1200 s: 7.47
Neglected effects, added one after another
layer thickness 30 nm; solubility 1.5e+20 cm^-3
valence-band density of states 2.19e+20 cm^-3
ideal peak falls to the solubility at 148 s
ideal point source: depth at 1e18 399.0 nm, at 1e17 401.4 nm
finite layer: at 1e18 399.1 nm, at 1e17 402.4 nm, peak 7.47e+19 cm^-3, exponent 0.331
+ solubility limit: at 1e18 376.9 nm, at 1e17 380.1 nm, peak 7.91e+19 cm^-3, exponent 0.418
+ intrinsic carriers: at 1e18 394.4 nm, at 1e17 419.0 nm, peak 7.90e+19 cm^-3, exponent 0.428
+ hole degeneracy: at 1e18 414.0 nm, at 1e17 439.1 nm, peak 7.37e+19 cm^-3, exponent 0.402
10 K hotter, activation energy 3.5 eV, n_i held fixed: D_i x 1.282, front +8.6 %
```
